\section*{Two-Current Resistivity of a Ferromagnetic Metal with Spin Mixing, part 1}

(Sections cited here and not found follow in the second part.)

\section{From collisions to two coupled currents}

In a ferromagnetic metal, electrons of the two spin directions scatter at different rates. A collision with an impurity or a phonon mostly keeps the spin, whereas a collision with a magnon, a quantum of the spin waves, reverses it. The problem is to find the resistivity when both kinds of collision occur, and to see what the spin-reversing ones do to the current.

Consider a uniform metal, far from contacts, in a weak steady field $E$ along $z$. The magnetization is uniform and all spins are collinear with it. The index $s$ stands for $u$ (up) or $d$ (down), and $\bar s$ is the spin opposite to $s$. The label ``up'' is given to the channel of lower resistivity. The electron charge is $-e$ with $e>0$. Each spin has a spherical Fermi surface of radius $k_s$, with a common mass $m$, and hence
\begin{equation}
v_s=\frac{\hbar k_s}{m},\qquad N_s=\frac{m k_s}{2\pi^2\hbar^2},
\label{eq:band}
\end{equation}
where $v_s$ is the Fermi velocity and $N_s$ is the density of states per volume and energy for one spin.

\subsection*{Part (a): the transport equation}

\textbf{Question.} Write the distribution as $f_s=f_0(\varepsilon)+(-\partial f_0/\partial\varepsilon)\,\varphi_s(\mathbf n)$, where $f_0$ is the Fermi function and $\mathbf n$ is the direction of the wave vector. Find the equation for $\varphi_s$ to first order in $E$.

\textbf{Solution.} The function $\varphi_s(\mathbf n)$ is an energy. It says by how much the edge of the distribution is raised in the direction $\mathbf n$.

Collisions are treated as elastic. For magnons this requires that the energy exchanged be small compared with $k_BT$. Emission and absorption are then nearly equally likely, and the rate from one state to another equals the reverse rate. Let this rate be $w_{ss'}(c)\,\delta(\varepsilon-\varepsilon')/V$, where $V$ is the volume, $c=\mathbf n\cdot\mathbf n'$ is the cosine of the scattering angle, and $w_{ss'}=w_{s's}$. With equal forward and reverse rates the exclusion factors cancel:
\begin{equation}
f'(1-f)-f(1-f')=f'-f .
\end{equation}
The sum over final states is $V\sum_{s'}\int N_{s'}\,d\varepsilon'$ together with an average over $\mathbf n'$, written $\langle\cdots\rangle$. The equilibrium parts of $f'$ and $f$ are equal at equal energy, so that
\begin{equation}
\left(\frac{\partial f_s}{\partial t}\right)_{\rm coll}
=-\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\sum_{s'}N_{s'}\big\langle w_{ss'}(c)\,[\varphi_s(\mathbf n)-\varphi_{s'}(\mathbf n')]\big\rangle .
\end{equation}
Here $N_s$, $v_s$ and $w_{ss'}$ are taken at the Fermi energy, which neglects their change over an energy of order $k_BT$.

In a steady uniform state the drift term $(\mathbf F/\hbar)\cdot\partial f/\partial\mathbf k$ balances the collision term. The force is $F_z=-eE$. To first order in $E$ the derivative acts on $f_0$, and $\partial f_0/\partial k_z=\hbar v_s n_z\,\partial f_0/\partial\varepsilon$. The drift term is therefore
\begin{equation}
-eE\,v_sn_z\,\frac{\partial f_0}{\partial\varepsilon}
=eE\,v_sn_z\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}
Equating the two terms and dividing by $-(-\partial f_0/\partial\varepsilon)$ gives
\begin{equation}
\sum_{s'}N_{s'}\big\langle w_{ss'}(c)\,[\varphi_s(\mathbf n)-\varphi_{s'}(\mathbf n')]\big\rangle=-eE\,v_sn_z .
\label{eq:boltz}
\end{equation}

\subsection*{Part (b): the shape of the distribution}

\textbf{Question.} Find the angular form of $\varphi_s$ and express the current density $j_s$ of each spin through its amplitude. Is another solution with a different current possible?

\textbf{Solution.} The right-hand side is proportional to $n_z$, so try
\begin{equation}
\varphi_s(\mathbf n)=-eA_sn_z .
\label{eq:trial}
\end{equation}
The average over $\mathbf n'$ needs $\langle w_{ss'}(c)\,n'_z\rangle$. Split $\mathbf n'$ into $c\,\mathbf n$ and a part perpendicular to $\mathbf n$. Since $w_{ss'}$ depends on $c$ alone, the perpendicular part averages to zero on turning $\mathbf n'$ about $\mathbf n$. Hence $\langle w_{ss'}n'_z\rangle=\langle w_{ss'}c\rangle n_z$. Inserting this in (\ref{eq:boltz}) and dividing by $-en_z$ gives
\begin{equation}
\sum_{s'}N_{s'}\big[\langle w_{ss'}\rangle A_s-\langle w_{ss'}c\rangle A_{s'}\big]=E\,v_s .
\label{eq:amp}
\end{equation}
The angular dependence has dropped out, so the form (\ref{eq:trial}) solves the equation for any kernels that depend on the scattering angle alone.

The current density is the charge times the velocity summed over occupied states. The energy integral of $-\partial f_0/\partial\varepsilon$ is one, and $\langle n_z^2\rangle=1/3$, so
\begin{equation}
j_s=-eN_s\langle v_sn_z\varphi_s\rangle=\frac{e^2N_sv_s}{3}\,A_s .
\label{eq:current}
\end{equation}
The two minus signs, from the charge and from (\ref{eq:trial}), cancel. A positive $A_s$ is a current along the field.

To settle uniqueness, call the left-hand side of (\ref{eq:boltz}) $(L\varphi)_s$ and define the product $(\chi,\varphi)=\sum_sN_s\langle\chi_s\varphi_s\rangle$. Double brackets denote an average over both directions. In
\begin{equation}
(\chi,L\varphi)=\sum_{ss'}N_sN_{s'}\big\langle\!\big\langle w_{ss'}\,\chi_s(\mathbf n)\,[\varphi_s(\mathbf n)-\varphi_{s'}(\mathbf n')]\big\rangle\!\big\rangle
\end{equation}
exchange the names $(s,\mathbf n)$ and $(s',\mathbf n')$. The kernel does not change, while the bracket changes sign. Half the sum of the two forms is
\begin{equation}
(\chi,L\varphi)=\tfrac12\sum_{ss'}N_sN_{s'}\big\langle\!\big\langle w_{ss'}\,[\chi_s-\chi'_{s'}][\varphi_s-\varphi'_{s'}]\big\rangle\!\big\rangle ,
\label{eq:form}
\end{equation}
where a prime on a function means that it is taken at $\mathbf n'$. Thus $L$ is symmetric, and $(\varphi,L\varphi)\ge0$ because rates are not negative.

Let $\eta$ be the difference of two solutions. Then $L\eta=0$, so $(\eta,L\eta)=0$, and $\eta$ must be equal at any two points joined by a collision. If spin-conserving scattering acts over some range of angles in each channel, repeated collisions join all directions, and $\eta_s$ is a constant on each sphere. A constant changes the number of electrons but carries no current, since $\langle n_z\rangle=0$. The currents are unique.

\subsection*{Part (c): the force balance}

\textbf{Question.} Eliminate the amplitudes. Show that the result can be read as a balance between the field, a friction within each channel, and a drag between the channels, and identify the coefficients.

\textbf{Solution.} From (\ref{eq:current}), $A_s=3j_s/(e^2N_sv_s)$. Insert this in (\ref{eq:amp}) and divide by $v_s$:
\begin{equation}
E=\frac{3}{e^2v_s}\sum_{s'}N_{s'}\left[\frac{\langle w_{ss'}\rangle}{N_sv_s}\,j_s-\frac{\langle w_{ss'}c\rangle}{N_{s'}v_{s'}}\,j_{s'}\right].
\end{equation}
In the term $s'=s$ the densities of states cancel and the two averages combine to $\langle w_{ss}(1-c)\rangle$. In the term $s'=\bar s$ the first part multiplies $j_s$ and the second multiplies $j_{\bar s}$. Therefore
\begin{equation}
E=R_{ss}\,j_s-\rho_m\,j_{\bar s},
\label{eq:R}
\end{equation}
with
\begin{align}
R_{ss}&=\frac{3}{e^2v_s^2}\left[\langle w_{ss}(1-c)\rangle+\frac{N_{\bar s}}{N_s}\langle w_{ud}\rangle\right],\label{eq:Rss}\\
\rho_m&=\frac{3\,\langle w_{ud}\,c\rangle}{e^2v_uv_d}.\label{eq:rhom}
\end{align}
The same $\rho_m$ stands in both equations, because $w_{ud}=w_{du}$. Now define
\begin{equation}
\rho_s=R_{ss}-\rho_m .
\label{eq:rhos}
\end{equation}
Replacing $R_{ss}$ by $\rho_s+\rho_m$ in (\ref{eq:R}) gives
\begin{align}
E&=\rho_u\,j_u+\rho_m\,(j_u-j_d),\label{eq:bu}\\
E&=\rho_d\,j_d+\rho_m\,(j_d-j_u).\label{eq:bd}
\end{align}
The first term is the field needed to drive the current against friction within the channel. The second is a drag that vanishes when the two currents are equal. For $\rho_m>0$ it holds back the larger current and helps the smaller one. The quantity $\rho_m$ is the spin-mixing resistivity, and $\rho_u$ and $\rho_d$ are the channel resistivities.

\subsection*{Part (d): is every spin flip a mixing event?}

\textbf{Question.} Take equal Fermi spheres, $k_u=k_d$. What do spin flips contribute to $\rho_s$ and to $\rho_m$ if they keep the direction of motion, if they send the electron into all directions equally, and if $w_{ud}=a(1+c)^2$?

\textbf{Solution.} With $N_u=N_d$ and $v_u=v_d=v$, equations (\ref{eq:Rss}) to (\ref{eq:rhos}) give
\begin{equation}
\rho_s=\frac{3}{e^2v^2}\big\langle(w_{ss}+w_{ud})(1-c)\big\rangle,\qquad
\rho_m=\frac{3}{e^2v^2}\langle w_{ud}\,c\rangle .
\label{eq:equal}
\end{equation}
The factor $1-c$ measures the fraction of forward momentum lost in a collision. The channel resistivity counts this loss, whether or not the spin is reversed. The mixing resistivity counts the forward momentum that arrives in the other channel.

A flip that keeps the direction has $c=1$. It adds nothing to $\rho_s$ and contributes to $\rho_m$ alone. For isotropic flips $w_{ud}$ is constant and $\langle c\rangle=0$. They add $3w_{ud}/(e^2v^2)$ to each channel resistivity and give $\rho_m=0$. However frequent they are, such flips leave two parallel channels, because an electron arrives in the other channel with no memory of its drift.

For the third kernel the average over directions is $\langle g(c)\rangle=\tfrac12\int_{-1}^{1}g\,dc$. Odd powers of $c$ vanish and $\langle c^2\rangle=1/3$, so
\begin{align}
\langle(1+c)^2\rangle&=1+\tfrac13=\tfrac43,\\
\langle c(1+c)^2\rangle&=2\langle c^2\rangle=\tfrac23 .
\end{align}
The mixing resistivity is $(3a/e^2v^2)\cdot\tfrac23$. The contribution to each $\rho_s$ is $(3a/e^2v^2)(\tfrac43-\tfrac23)$, which is the same amount. This forward-leaning kernel therefore raises $\rho_u$, $\rho_d$ and $\rho_m$ equally.

If flips mainly reverse the motion, $\langle w_{ud}c\rangle$ is negative and so is $\rho_m$. The force balance still holds. From here on $\rho_m\ge0$ is assumed, as for scattering by long-wavelength magnons, which changes the wave vector little.

\subsection*{Part (e): scattering that depends on direction}

\textbf{Question.} In a crystal the kernel may depend on $\mathbf n$ and $\mathbf n'$ separately, and (\ref{eq:trial}) need no longer solve the transport equation. If the form (\ref{eq:trial}) is kept and its amplitudes are fixed by projecting the equation on $n_z$ for each spin, does the resistivity come out too high or too low?

\textbf{Solution.} Let the kernel be $W_{ss'}(\mathbf n,\mathbf n')=W_{s's}(\mathbf n',\mathbf n)\ge0$. The exchange of names that led to (\ref{eq:form}) needed this symmetry alone, so $L$ remains symmetric and non-negative. Write the transport equation as $L\varphi=X$ with $X_s=-eEv_sn_z$. By (\ref{eq:current}), before a form for $\varphi$ was inserted,
\begin{equation}
(\varphi,X)=\sum_sN_s\langle-eEv_sn_z\varphi_s\rangle=E\,(j_u+j_d)=\frac{E^2}{\rho},
\label{eq:power}
\end{equation}
where $\rho$ is the resistivity. The total current is taken to be parallel to the field, as it is in a cubic crystal. Let $\psi$ be the approximate solution of the form (\ref{eq:trial}). Projection means that $(\chi,L\psi)=(\chi,X)$ for every $\chi$ of that form, and in particular $(\psi,L\psi)=(\psi,X)$. Then
\begin{align}
0&\le(\varphi-\psi,\,L(\varphi-\psi))\nonumber\\
&=(\varphi,L\varphi)-2(\psi,L\varphi)+(\psi,L\psi)\nonumber\\
&=(\varphi,X)-2(\psi,X)+(\psi,X)=(\varphi,X)-(\psi,X).
\end{align}
The true solution carries at least as much current as the approximate one. By (\ref{eq:power}) the approximate resistivity is an upper bound. Physically, the true distribution can grow larger in directions where scattering is weak, and the rigidly shifted one cannot.

The projected equations keep the form (\ref{eq:R}). The coefficient of $j_{\bar s}$ becomes $-(9/e^2v_uv_d)\langle\!\langle W_{ud}\,n_zn'_z\rangle\!\rangle$, which is again the same in both equations. For a kernel $w_{ud}(c)$ the double average is $\langle w_{ud}c\rangle/3$, and (\ref{eq:rhom}) returns.

\section{The resistivity, its limits and an iron-like line}

The first half led to the balance equations for the current densities $j_u$ and $j_d$ of the two spins in a field $E$,
\begin{equation}
E=\rho_sj_s+\rho_m(j_s-j_{\bar s}),\qquad s=u,d,
\label{eq:bal}
\end{equation}
where $\bar s$ is the spin opposite to $s$. The channel resistivities $\rho_u$ and $\rho_d$ measure the loss of forward momentum when the two Fermi spheres are equal. The mixing resistivity $\rho_m\ge0$ measures the forward momentum handed to the other spin by flips. The Fermi radius, velocity and density of states are $k_s$, $v_s\propto k_s$ and $N_s\propto k_s$. The kernel $w_{ss'}(c)$ gives the scattering rate at angle cosine $c$, and $\langle\cdots\rangle$ is an average over directions. The distribution of each spin is shifted by an amplitude $A_s$, with
\begin{equation}
j_s=\frac{e^2N_sv_s}{3}A_s,\qquad
\sum_{s'}N_{s'}\big[\langle w_{ss'}\rangle A_s-\langle w_{ss'}c\rangle A_{s'}\big]=Ev_s .
\label{eq:recall}
\end{equation}

The balance equations for the two spin currents are now established, with spin flips entering the mixing resistivity only through the forward momentum they hand to the other spin. It remains to solve these equations for the total resistivity, examine weak and strong mixing, and apply the result to an iron-like line.
